# Murphy's Yield Formula from a Triangular Defect Density

## The decision that depends on the average

Suppose that 40 % of the chips on a new copper process have working wiring. Two numbers are wanted from this yield: the defect density, and the yield to expect from a chip of twice the size. Both depend on whether the defect density is taken to be the same for all chips or to vary between them. For the example worked below, a single fixed density gives 0.46 defects per cm², while a triangular spread of densities gives a mean of 0.50 per cm². The projected yields of the larger chip are 16 % and 19 %.

These notes derive the yield for the triangular spread, which is Murphy's squared formula.

## Yield at a fixed defect density

A defect causes a fault if it opens a line or shorts two lines. Whether it does so depends on where it lands. The **critical area** \(A\) is the area in which the centre of a defect must fall to cause a fault, averaged over the defect sizes being counted. Let \(D\) be the number of such defects per unit area. The expected number of faults on the chip is then \(AD\).

Assume that, for given \(D\), faults occur independently and uniformly over the critical area. Divide this area into \(n\) equal cells, so small that each holds at most one fault, with probability \(AD/n\). The chip works if every cell is free of faults:

\[
P(0|D)=\lim_{n\to\infty}\left(1-\frac{AD}{n}\right)^n=e^{-AD}.
\]

This is the Poisson yield. For a chip with several metal levels of critical areas \(A_1,A_2,\ldots\) and a common density \(D\) per level, the probabilities multiply and the exponents add. The same expression holds with \(A=A_1+A_2+\cdots\).

## The triangular distribution

Now let \(D\) vary from chip to chip, while remaining uniform within each chip. Take its probability density to be a symmetric triangle that starts at zero, peaks at the mean \(D_0\), and ends at \(2D_0\):

\[
f(D)=\begin{cases}
D/D_0^2, & 0\le D\le D_0,\\
(2D_0-D)/D_0^2, & D_0\le D\le 2D_0.
\end{cases}
\]

The height at the peak is \(1/D_0\) and the base is \(2D_0\), so the area is \(\tfrac12(2D_0)(1/D_0)=1\), as required.

The average yield is the average of the Poisson yield:

\[
Y=\int_0^{2D_0}f(D)\,e^{-AD}\,dD .
\]

It is not the Poisson yield at the average density, because the exponential is a curved function of \(D\). The result depends on \(A\) and \(D_0\) through their product, the mean number of faults per chip:

\[
\lambda=AD_0 .
\]

## The density as a sum of two uniform variables

Let \(U_1\) and \(U_2\) be independent, each uniform on \([0,D_0]\) with probability density \(1/D_0\). Their sum equals \(D\) if \(U_1=u\) and \(U_2=D-u\). Both values must lie in the allowed interval:

\[
0\le u\le D_0,\qquad D-D_0\le u\le D .
\]

The probability density of the sum is therefore \(1/D_0^2\) times the length of the overlap of these two intervals.

- For \(0\le D\le D_0\), the overlap runs from \(0\) to \(D\) and has length \(D\).
- For \(D_0\le D\le 2D_0\), it runs from \(D-D_0\) to \(D_0\) and has length \(2D_0-D\).

This reproduces \(f(D)\) on both sides, so we may write \(D=U_1+U_2\). The mean and variance follow at once. Each uniform variable has mean \(D_0/2\) and variance

\[
\frac1{D_0}\int_0^{D_0}u^2\,du-\frac{D_0^2}{4}
=\frac{D_0^2}{3}-\frac{D_0^2}{4}=\frac{D_0^2}{12}.
\]

For independent variables the variances add, so \(D\) has mean \(D_0\) and variance \(D_0^2/6\).

## The squared formula

Write \(E[\cdot]\) for an average. The exponential of a sum is a product, and the average of a product of independent quantities is the product of their averages:

\[
Y=E\!\left[e^{-AU_1}e^{-AU_2}\right]
=E\!\left[e^{-AU_1}\right]E\!\left[e^{-AU_2}\right].
\]

The two factors are equal. Each is

\[
\frac1{D_0}\int_0^{D_0}e^{-Au}\,du
=\frac1{D_0}\left[-\frac{e^{-Au}}{A}\right]_0^{D_0}
=\frac{1-e^{-\lambda}}{\lambda}.
\]

Hence

\[
\boxed{\,Y(\lambda)=\left(\frac{1-e^{-\lambda}}{\lambda}\right)^2\,}
\]

with \(Y(0)=1\) by continuity. The square records the two equal uniform pieces of the density.

These pieces are a mathematical device and need not correspond to two kinds of defect. Their independence matters. If \(U_2=U_1\), each variable is still uniform, but \(D=2U_1\) is uniform on \([0,2D_0]\) and the yield becomes

\[
\frac1{D_0}\int_0^{D_0}e^{-2Au}\,du=\frac{1-e^{-2\lambda}}{2\lambda}.
\]

If instead \(U_2=D_0-U_1\), the sum is always \(D_0\) and the yield is \(e^{-\lambda}\). At \(\lambda=1\) these two cases give 0.432 and 0.368, while independence gives 0.400.

## The same result by direct integration

Direct integration confirms the square and shows which densities supply the good chips. Set \(x=D/D_0\). The rising side contributes, by integration by parts,

\[
Y_<=\int_0^1xe^{-\lambda x}dx
=-\frac{e^{-\lambda}}{\lambda}+\frac1\lambda\int_0^1e^{-\lambda x}dx
=\frac{1-(1+\lambda)e^{-\lambda}}{\lambda^2}.
\]

On the falling side set \(x=1+s\), so that \(2-x=1-s\):

\[
Y_>=e^{-\lambda}\int_0^1(1-s)e^{-\lambda s}ds
=e^{-\lambda}\left[\frac{1-e^{-\lambda}}{\lambda}-Y_<\right].
\]

Over the common denominator \(\lambda^2\), the bracket has the numerator

\[
\lambda-\lambda e^{-\lambda}-1+(1+\lambda)e^{-\lambda}
=\lambda-1+e^{-\lambda}.
\]

Therefore \(Y_>=e^{-\lambda}(\lambda-1+e^{-\lambda})/\lambda^2\). In the sum, the terms \(\pm\lambda e^{-\lambda}\) cancel:

\[
Y_<+Y_>=\frac{1-2e^{-\lambda}+e^{-2\lambda}}{\lambda^2}
=\left(\frac{1-e^{-\lambda}}{\lambda}\right)^2 .
\]

## Comparison with a single density

Take a factor \(e^{-\lambda/2}\) out of the numerator:

\[
1-e^{-\lambda}=e^{-\lambda/2}\left(e^{\lambda/2}-e^{-\lambda/2}\right)
=2e^{-\lambda/2}\sinh(\lambda/2).
\]

Squaring and dividing by \(\lambda^2\) gives

\[
\frac{Y(\lambda)}{e^{-\lambda}}=\left[\frac{\sinh(\lambda/2)}{\lambda/2}\right]^2 .
\]

Since \(\sinh z/z=1+z^2/6+\cdots\) has positive terms, the ratio exceeds 1 for every \(\lambda>0\). At fixed mean density, the spread raises the average yield: chips of low density gain more than chips of high density lose.

**Few faults.** For small \(\lambda\), one uniform factor is \(1-\lambda/2+\lambda^2/6-\lambda^3/24+\cdots\). In its square, the coefficient of \(\lambda^2\) is \(\tfrac14+\tfrac13=\tfrac7{12}\), and that of \(\lambda^3\) is \(-\tfrac1{12}-\tfrac16=-\tfrac14\). Thus

\[
Y=1-\lambda+\frac{7}{12}\lambda^2-\frac14\lambda^3+\cdots .
\]

The Poisson yield has \(\tfrac12\lambda^2\) in place of \(\tfrac7{12}\lambda^2\). The leading difference is \(\lambda^2/12\), which is half the variance of \(AD\). To first order in \(\lambda\), the spread has no effect.

**Many faults.** For large \(\lambda\), the exponential in the numerator becomes negligible and \(Y\approx1/\lambda^2\). This slow decline comes from the lower end of the triangle. Almost all working chips then have densities below a few times \(1/A\) (their mean density is \(2/A\); 26 % lie below \(1/A\) and 96 % below \(5/A\)). This range lies on the rising side, where \(f(D)=D/D_0^2\), so

\[
Y\approx\int_0^\infty\frac{D}{D_0^2}e^{-AD}\,dD=\frac1{(AD_0)^2}.
\]

**A triangle that does not start at zero.** The power law fails if no chip is nearly free of defects. Let \(D=D_{\min}+U_1+U_2\), with each \(U\) uniform on \([0,w]\) and the mean held at \(D_0=D_{\min}+w\). The previous steps give

\[
Y=e^{-AD_{\min}}\left(\frac{1-e^{-Aw}}{Aw}\right)^2
=e^{-AD_0}\left[\frac{\sinh(Aw/2)}{Aw/2}\right]^2 .
\]

For large \(A\) the yield now carries the exponential factor \(e^{-AD_{\min}}\). As \(w\) falls from \(D_0\) to zero at fixed mean, the yield falls steadily from Murphy's value to the Poisson value.

## The spread in fault counts

The number \(N\) of faults per chip also reveals the spread. For given \(D\), a Poisson count has mean \(AD\) and mean square \(AD+(AD)^2\). Averaging over \(D\) gives \(E[N]=\lambda\) and

\[
\operatorname{Var}N=\lambda+A^2E[D^2]-\lambda^2
=\lambda+A^2\frac{D_0^2}{6}=\lambda+\frac{\lambda^2}{6}.
\]

A single fixed density would give a variance equal to the mean. A measured variance clearly above the mean is therefore evidence against that model, though it does not by itself identify a triangular distribution.

## Worked example: a copper wiring stack

Consider a copper wiring stack early in its production ramp. The round parameters are eight metal levels, a critical area of 0.25 cm² in each, and a mean density \(D_0=0.50\) cm⁻² per level. Then

\[
A=8\times0.25=2.0\ \mathrm{cm^2},\qquad
\lambda=2.0\times0.50=1.0 .
\]

The density ranges from 0 to 1.0 cm⁻², with standard deviation \(D_0/\sqrt6=0.20\) cm⁻². The yield is

\[
Y=\left(\frac{1-e^{-1}}{1}\right)^2=(0.6321)^2=0.3996,
\]

or 40 %. The Poisson yield at the mean density is \(e^{-1}=0.3679\), so the ratio is 1.086. As a simulation of the model, one million chips were given random densities from the triangle and then random Poisson fault counts. The fraction without faults was 0.3999, with a standard error of 0.0005.

The rising side of the triangle contributes 0.264 to the yield and the falling side 0.135. Each side holds half of all chips, but the low-density half supplies about two thirds of the good ones. The variance of the fault count is \(1+1/6=1.17\).

**Inferring the density.** Suppose the yield of 0.3996 is read with the Poisson law. The inferred density is

\[
-\frac{\ln 0.3996}{2.0\ \mathrm{cm^2}}=0.459\ \mathrm{cm^{-2}},
\]

which is 8.3 % below the true mean of this model.

**Doubling the critical area.** Keep the density distribution fixed and let the density remain uniform over the larger chip. Murphy's formula at \(\lambda=2\) gives 0.187. A Poisson law fitted to the original yield would square that yield and predict \(0.3996^2=0.160\).

The difference between these projections has a direct meaning. Suppose that the density is uniform on each wafer and varies between wafers, and that each wafer carries enough chips for counting scatter to be ignored. The wafer yield is \(y=e^{-AD}\), and \(y^2=e^{-2AD}\) is the yield at doubled area. Hence

\[
\operatorname{Var}y=E[y^2]-(E[y])^2=Y(2\lambda)-Y(\lambda)^2 .
\]

Here this is \(0.1869-0.1597=0.0272\), a standard deviation of 0.165. Wafer yields range from \(e^{-2}=0.135\) at the highest density to 1 at zero density. Since a variance cannot be negative, doubling the area under these conditions never costs more than squaring the yield.

## What the model leaves out

Each estimate below keeps \(\lambda=1\) and changes one assumption. The reference is \(Y=0.400\).

**Independent densities.** If each of \(n\) equal parts of the critical area has its own independent triangular density with mean \(D_0\), the yields of the parts multiply:

\[
Y_n=\left[Y(\lambda/n)\right]^n .
\]

For eight independent metal levels this gives 0.372. For four independent quarters of the chip, with the levels in each quarter sharing a density, it gives 0.376. Both values lie close to the Poisson yield of 0.368, because high and low densities partly average out within one chip.

**A long tail.** The triangle forbids densities above \(2D_0\). A gamma distribution, proportional to \(D^{\alpha-1}e^{-\alpha D/D_0}\), has mean \(D_0\), variance \(D_0^2/\alpha\) and no upper limit. Its normalization integral is proportional to \((\alpha/D_0)^{-\alpha}\). The factor \(e^{-AD}\) changes \(\alpha/D_0\) to \(\alpha/D_0+A\), so the average yield is

\[
Y_\Gamma=\left(\frac{\alpha/D_0+A}{\alpha/D_0}\right)^{-\alpha}
=\left(1+\frac{\lambda}{\alpha}\right)^{-\alpha}.
\]

Equal variance requires \(\alpha=6\) and gives 0.397, a change of less than 1 %. With an assumed \(\alpha=2\), the variance is three times larger and the yield is \(1.5^{-2}=0.444\). In this comparison, tripling the variance changes the yield far more than replacing the triangle by a gamma distribution of equal variance.

**Via failures.** Some vias fail for reasons unrelated to the particle density. Assume \(10^9\) vias, each failing independently with probability \(10^{-10}\). The expected number of failures is 0.1, and the yield is multiplied by \(e^{-0.1}=0.905\), which brings it to 0.362.

**Latent defects.** A partly narrowed line may pass the electrical test and fail in service. Let latent defects be independent of killer defects at given \(D\), with a mean number \(rAD\) per chip. The probability that a chip passes and has no latent defect is the average of \(e^{-AD}e^{-rAD}\), which is \(Y(\lambda(1+r))\). Among passing chips, the fraction with a latent defect is therefore

\[
1-\frac{Y(\lambda(1+r))}{Y(\lambda)} .
\]

For an assumed \(r=0.01\) this is 0.83 %. At a single fixed density it would be \(1-e^{-0.01}\), or 1.0 %. The fraction is lower here because passing chips come preferentially from low densities. It counts chips at risk and does not predict when, or whether, they fail.

## Setting the model beside a real process

The parameters are rough values for a process that is still being improved. In this model, one wiring fault per chip on average costs 60 % of the chips. If \(\lambda\) were 0.1, the leading difference \(\lambda^2/12\) would be below 0.001, and the choice between the two laws would hardly affect the yield. Real lines can break the assumption of one density shared by all levels and all parts of a chip, since different process steps and wafer regions can have different defect sources. In the example, complete independence between levels lowers the yield from 0.400 to 0.372, while stronger clustering with \(\alpha=2\) raises it to 0.444. Murphy's formula is thus a reasonable choice when densities vary mainly between chips or wafers, with a relative spread near \(1/\sqrt6\), about 41 %, in a smooth, single-peaked distribution without rare extreme values, and when the mean number of faults per chip is not much above one. The spread alone does not fix the yield. If 2 % of chips have a density near \(3.9D_0\) and the rest near \(0.94D_0\), the mean and variance match the triangle, but the yield is 0.383 at \(\lambda=1\) and 0.149 at \(\lambda=2\), against Murphy's 0.400 and 0.187. With many faults per chip, the yield also depends strongly on the shape of the distribution near zero density. Fault counts from a large number of chips, separated by level, can test whether the levels share a density: a shared varying density correlates the counts on different levels. The effect is weak per chip. In the example each level has a mean count of \(1/8\), the covariance of two levels is \((1/8)^2/6\), and their correlation is only 0.02, so one pair of levels needs about \(2\times10^4\) chips to show it at three standard errors.
